# Polar-Optical Energy Loss of Maxwellian Electrons in a Parabolic Band, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Derivation and closed form

### Definitions and conventions

The system is a gas of conduction electrons in a polar semiconductor, exchanging energy with longitudinal optical phonons. SI formulas are used throughout. The electron charge is $-e$ with $e>0$, and $V$ is a normalization volume that drops out of the results. The band is isotropic and parabolic,

$$E_{\mathbf k}=\frac{\hbar^2k^2}{2m},$$

with effective mass $m$. Every phonon mode $\mathbf q$ has the same energy $\hbar\omega$. The electron temperature is $T_e$ and the lattice temperature is $T_L$. The following abbreviations are used:

$$\theta=k_BT_e,\qquad x=\frac{\hbar\omega}{k_BT_e},\qquad y=\frac{\hbar\omega}{k_BT_L},\qquad N=\frac{1}{e^{y}-1}.$$

$N$ is the mean number of phonons in a mode at the lattice temperature. The relative permittivity is $\varepsilon_\infty$ when the ions are clamped and $\varepsilon_s$ when they follow a static field. The strength of the coupling is expressed by the dimensionless Fröhlich constant

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{2\hbar\omega}} .$$

$P$ denotes the mean net energy that one electron gives to the phonons per unit time. It is positive when the electrons cool. The result derived below is

$$\boxed{P=2\alpha\hbar\omega^2\sqrt{\frac{x}{\pi}}\;K_0\!\left(\frac x2\right)\frac{\sinh[(y-x)/2]}{\sinh(y/2)}}$$

where $K_0$ is the modified Bessel function

$$K_0(z)=\int_0^\infty e^{-z\cosh s}\,ds,\qquad z>0 .$$

The assumptions are a nondegenerate, drift-free Maxwellian distribution, phonons held at $T_L$, unscreened coupling, and transition rates to leading order in the coupling.

### The coupling from two permittivities

A longitudinal optical vibration carries an electric polarization, and the electron feels its potential. For a set of electrons at positions $\mathbf r_j$, let $\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. A coupling linear in the phonon operators has the form

$$H_{\rm int}=\sum_{\mathbf q}M_{\mathbf q}\,\rho_{\mathbf q}\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right),\qquad M_{-\mathbf q}=M^*_{\mathbf q}.$$

The condition on $M_{\mathbf q}$ makes $H_{\rm int}$ Hermitian. To find $|M_{\mathbf q}|^2$, hold the electrons at rest. Relabelling $\mathbf q\to-\mathbf q$ in the second term and using $\rho_{-\mathbf q}=\rho^*_{\mathbf q}$, each mode then has the Hamiltonian, apart from its zero-point energy,

$$\hbar\omega\, b^\dagger b+M\rho\, b+M^*\rho^* b^\dagger
=\hbar\omega\left(b^\dagger+\frac{M\rho}{\hbar\omega}\right)\left(b+\frac{M^*\rho^*}{\hbar\omega}\right)-\frac{|M|^2|\rho|^2}{\hbar\omega}.$$

Adding a number to $b$ does not change its commutator with $b^\dagger$. The product on the right therefore has the spectrum of an unshifted oscillator, and the ground-state energy is lowered by $|M|^2|\rho|^2/\hbar\omega$.

The same lowering follows from electrostatics. In a medium of relative permittivity $\varepsilon$, Poisson's equation divides each Fourier component of the charge by $\varepsilon_0\varepsilon q^2$ to give the potential. Half the charge times the potential, integrated over the volume, is

$$U(\varepsilon)=\sum_{\mathbf q\ne0}\frac{e^2|\rho_{\mathbf q}|^2}{2\varepsilon_0\varepsilon Vq^2}.$$

The term $\mathbf q=0$ is cancelled by the neutralizing background. With undisplaced ions the energy is $U(\varepsilon_\infty)$. When the ions relax it becomes $U(\varepsilon_s)$, which includes the elastic energy spent in displacing them. If one optical branch carries the whole ionic polarization, the difference must equal the oscillator shift for each mode:

$$-\frac{|M_{\mathbf q}|^2|\rho_{\mathbf q}|^2}{\hbar\omega}
=\frac{e^2|\rho_{\mathbf q}|^2}{2\varepsilon_0Vq^2}\left(\frac1{\varepsilon_s}-\frac1{\varepsilon_\infty}\right).$$

Hence

$$|M_{\mathbf q}|^2=\frac{C}{Vq^2},\qquad C=\frac{e^2\hbar\omega}{2\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The two minus signs cancel because $\varepsilon_s>\varepsilon_\infty$. The factor $1/q^2$ favours long waves, as expected for a Coulomb field.

### Energy conservation at fixed phonon wavevector

An electron that emits a phonon $\mathbf q$ goes from $\mathbf k$ to $\mathbf k-\mathbf q$. The oscillator matrix element contributes a factor $N+1$. An electron that absorbs the phonon goes to $\mathbf k+\mathbf q$, with a factor $N$. The golden rule gives the rates for one mode:

$$W_+=\frac{2\pi}{\hbar}\frac{C}{Vq^2}(N+1)\,\delta(E_{\mathbf k-\mathbf q}-E_{\mathbf k}+\hbar\omega),$$

$$W_-=\frac{2\pi}{\hbar}\frac{C}{Vq^2}N\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).$$

The final electron states are taken as empty, which is the nondegenerate approximation. Let $k_\parallel$ be the component of $\mathbf k$ along $\mathbf q$. For emission, the argument of the delta function is

$$\frac{\hbar^2}{2m}(q^2-2qk_\parallel)+\hbar\omega
=-\frac{\hbar^2q}{m}\,(k_\parallel-\kappa_+),\qquad \kappa_+=\frac{m\omega}{\hbar q}+\frac q2 .$$

For absorption it is

$$\frac{\hbar^2}{2m}(q^2+2qk_\parallel)-\hbar\omega
=\frac{\hbar^2q}{m}\,(k_\parallel-\kappa_-),\qquad \kappa_-=\frac{m\omega}{\hbar q}-\frac q2 .$$

Energy conservation thus fixes one component of the electron wavevector and leaves the other two free. Since $\delta(au)=\delta(u)/|a|$, both delta functions equal $(m/\hbar^2q)\,\delta(k_\parallel-\kappa_\pm)$.

### The thermal average

A drift-free Maxwellian is a product of three Gaussians, one for each Cartesian component of $\mathbf k$. The two components perpendicular to $\mathbf q$ integrate to one. The normalized distribution of the remaining component is

$$p(k_\parallel)=\frac{\hbar}{\sqrt{2\pi m\theta}}\exp\left(-\frac{\hbar^2k_\parallel^2}{2m\theta}\right).$$

The average of either delta function is therefore

$$\langle\delta\rangle_\pm=\frac{m}{\hbar^2q}\,p(\kappa_\pm)
=\frac{1}{\hbar q}\sqrt{\frac{m}{2\pi\theta}}\exp\left(-\frac{\hbar^2\kappa_\pm^2}{2m\theta}\right).$$

Squaring $\kappa_\pm$ gives

$$\frac{\hbar^2\kappa_\pm^2}{2m}=\frac{m\omega^2}{2q^2}+\frac{\hbar^2q^2}{8m}\pm\frac{\hbar\omega}{2}.$$

The first two terms are equal at $q=q_0$, where $q_0^2=2m\omega/\hbar$. Write $q^2=q_0^2e^s$, so that $s$ runs from $-\infty$ to $\infty$. The first term becomes $(\hbar\omega/4)e^{-s}$ and the second $(\hbar\omega/4)e^{s}$. Their sum is $(\hbar\omega/2)\cosh s$, and

$$\frac{\hbar^2\kappa_\pm^2}{2m\theta}=\frac x2(\cosh s\pm1).$$

This expression shows the thresholds. At $s=0$, emission needs a kinetic energy $\hbar\omega$ along $\mathbf q$, while absorption needs none. Away from $s=0$, both processes need more.

### How the Bessel function arises

The total emission rate per electron, $R_+$, is the sum of the averaged $W_+$ over modes. With $\sum_{\mathbf q}\to V/(2\pi)^3\int4\pi q^2\,dq$,

$$R_+=\frac{V}{2\pi^2}\int_0^\infty q^2dq\;\frac{2\pi}{\hbar}\frac{C}{Vq^2}(N+1)\,\langle\delta\rangle_+ .$$

The phase-space factor $q^2$ cancels the Coulomb factor $1/q^2$. The average of the delta function supplies another $1/q$, which leaves

$$R_+=(N+1)\,\frac{C}{\pi\hbar^2}\sqrt{\frac{m}{2\pi\theta}}\;e^{-x/2}\int_0^\infty\frac{dq}{q}\,e^{-(x/2)\cosh s}.$$

From $q=q_0e^{s/2}$ follows $dq/q=ds/2$. The integrand is even in $s$, so

$$\int_0^\infty\frac{dq}{q}\,e^{-(x/2)\cosh s}=\frac12\int_{-\infty}^{\infty}e^{-(x/2)\cosh s}\,ds=K_0\!\left(\frac x2\right).$$

The argument is half of $\hbar\omega/\theta$ because the part of the required kinetic energy that depends on $q$ is $(\hbar\omega/2)\cosh s$.

The prefactor simplifies when $C$ is written through $\alpha$:

$$\frac{C}{\pi\hbar^2}=\frac{e^2\omega}{2\pi\varepsilon_0\hbar}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)=2\alpha\omega\sqrt{\frac{2\hbar\omega}{m}} .$$

Multiplication by $\sqrt{m/2\pi\theta}$ gives $2\alpha\omega\sqrt{x/\pi}$. For absorption, $N$ replaces $N+1$ and the sign in the exponent changes. With

$$R_0=2\alpha\omega\sqrt{\frac x\pi}\,K_0\!\left(\frac x2\right),$$

the two rates are

$$R_+=(N+1)e^{-x/2}R_0,\qquad R_-=Ne^{x/2}R_0 .$$

### Net loss

Each emission removes $\hbar\omega$ from the electrons and each absorption returns it, so $P=\hbar\omega(R_+-R_-)$. The occupation factors are

$$N=\frac{e^{-y/2}}{2\sinh(y/2)},\qquad N+1=\frac{e^{y/2}}{2\sinh(y/2)} .$$

Therefore

$$(N+1)e^{-x/2}-Ne^{x/2}=\frac{e^{(y-x)/2}-e^{-(y-x)/2}}{2\sinh(y/2)}=\frac{\sinh[(y-x)/2]}{\sinh(y/2)},$$

which completes the boxed formula. The loss vanishes at $T_e=T_L$ and has the sign of $T_e-T_L$, as the second law requires.

The same bracket can be written with $N_e=1/(e^x-1)$, the phonon number at the electron temperature. Since $e^{-x/2}=2\sinh(x/2)\,N_e$,

$$(N+1)e^{-x/2}-Ne^{x/2}=2\sinh\!\left(\frac x2\right)(N_e-N).$$

The electrons drive each mode towards the occupation $N_e$. This form is needed when the phonons are themselves heated.

### Numerical evaluation and derivative

For low temperatures the hyperbolic functions can overflow and $K_0$ can underflow. The scaled function $\widetilde K_0(z)=e^zK_0(z)$ avoids this:

$$P=2\alpha\hbar\omega^2\sqrt{\frac x\pi}\,\widetilde K_0\!\left(\frac x2\right)\frac{e^{-x}-e^{-y}}{1-e^{-y}} .$$

It follows by taking $e^{-x/2}$ out of $K_0$ and a further $e^{-x/2}$ out of the hyperbolic ratio. Near $x=y$, the numerator should be evaluated as $-e^{-x}\,\mathrm{expm1}(x-y)$, where $\mathrm{expm1}(u)=e^u-1$ is computed without cancellation.

An implicit solver also needs the derivative with respect to $T_e$ at fixed $T_L$. With $dx/dT_e=-x/T_e$ and $K_0'=-K_1$,

$$\frac{\partial P}{\partial T_e}=-\frac{x}{T_e}\left\{P\left[\frac1{2x}-\frac{K_1(x/2)}{2K_0(x/2)}\right]-\frac{\hbar\omega R_0}{2}\,\frac{\cosh[(y-x)/2]}{\sinh(y/2)}\right\}.$$

This form has no division by $\sinh[(y-x)/2]$ and stays regular at equilibrium.

### Limits

Near equilibrium $P$ vanishes and the second term of the derivative remains. Define the relaxation time $\tau_0$ by $P\simeq\frac32k_B(T_e-T_L)/\tau_0$. Setting $y=x$ gives

$$\tau_0=\frac{3\sqrt\pi\,\sinh(x/2)}{2\alpha\omega\,x^{5/2}K_0(x/2)} .$$

For cold electrons, $x\gg1$, small $s$ dominates the Bessel integral. With $\cosh s\simeq1+s^2/2+s^4/24$ and the last term expanded, the Gaussian integrals give $K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}(1-1/8z)$. Hence

$$P\simeq2\alpha\hbar\omega^2\left(1-\frac1{4x}\right)\frac{e^{-x}-e^{-y}}{1-e^{-y}} .$$

Emission is then limited by the few electrons above the threshold $\hbar\omega$. At $x=40$ and $y=50$, numerical averaging over electron energy gives $0.99392$ for the ratio of $P$ to $2\alpha\hbar\omega^2(e^{-x}-e^{-y})$. The bracket predicts $0.99375$.

For very hot electrons, $x\ll1$ and $x\ll y$, the integrand of $K_0(x/2)$ stays near one until $\cosh s$ is of order $2/x$. To leading logarithmic order $K_0(x/2)\simeq\ln(4/x)$. The hyperbolic ratio tends to one, and

$$P\simeq2\alpha\hbar\omega^2\sqrt{\frac x\pi}\,\ln\frac4x .$$

The logarithm is accurate only for extremely small $x$: it exceeds $K_0(x/2)$ by 11% at $x=0.01$. Subtracting Euler's constant, $0.577$, from it gives the next approximation. The loss tends to zero as $T_e\to\infty$. Since $P$ is positive above $T_L$ and vanishes at both ends, it has a maximum in $T_e$ at fixed $T_L$. Beyond the maximum, hotter electrons lose energy more slowly.

## Part II. Energy-space form, example and range of use

### Symbols and results taken over

The quantities $x=\hbar\omega/k_BT_e$ and $y=\hbar\omega/k_BT_L$ compare the phonon energy with the electron and lattice thermal energies; $\theta=k_BT_e$. The phonon numbers at the two temperatures are $N_e=1/(e^x-1)$ and $N=1/(e^y-1)$. The squared coupling is $C/(Vq^2)$, with $C/(\pi\hbar^2)=2\alpha\omega\sqrt{2\hbar\omega/m}$. The central wavevector satisfies $q_0^2=2m\omega/\hbar$, and $q=q_0e^{s/2}$. Part I gave the rates and the loss per electron:

$$R_0=2\alpha\omega\sqrt{\frac x\pi}K_0\!\left(\frac x2\right),\quad R_+=(N+1)e^{-x/2}R_0,\quad R_-=Ne^{x/2}R_0,$$

$$P=\hbar\omega(R_+-R_-)=\hbar\omega R_0\,\frac{\sinh[(y-x)/2]}{\sinh(y/2)} .$$

This part has derived a closed form for the mean energy an electron loses to optical phonons, together with its derivative and its limits. What remains is a second derivation from rates at fixed electron energy, a worked gallium arsenide example, and an examination of the effects left out of the model and its use in device simulation.
